\section*{The return coupling in a nonorthogonal lead self-energy at complex energy}

\section*{Question}

I am writing a Green-function transport code in a localized, nonorthogonal basis. With $H$ the Hamiltonian, $S$ the overlap, D the device and L a semi-infinite lead, I compute the lead self-energy as
\[
\tau(z)\,g(z)\,\tau(z)^\dagger,\qquad
\tau(z)=zS_{DL}-H_{DL},\qquad g(z)=(zS_{LL}-H_{LL})^{-1}.
\]
My test case is a uniform chain with one orbital per site: onsite energy $\varepsilon=-0.40$ Ry, nearest-neighbour hopping $t=-0.20$ Ry, nearest-neighbour overlap $s=0.20$, Fermi energy $E_F=-0.30$ Ry. One site is the device and the two halves of the chain are the leads.

The diagonal density-matrix element $P$ of the device site, per spin and at zero temperature, should be 0.528 according to the Bloch states. Integrating the Green function over a semicircle in the upper half-plane from $-0.80$ Ry to $E_F$ gives 0.604. Starting at $-1.80$ Ry gives 0.628. If I flatten the contour towards the real axis, the answer approaches 0.528. The broadening has the right sign everywhere. What is wrong, and what should the self-energy be at, say, $z=-0.30+0.10i$ Ry?

\section*{Answer}

\subsection*{What elimination of the lead gives}

Take $H$ Hermitian and $S$ Hermitian, both independent of energy and with couplings of finite range, and let the spectrum of $S$ be bounded below by a positive number. Write $z=E+i\eta$. The device columns of $(zS-H)G=1$ are
\begin{align}
(zS_{DD}-H_{DD})G_{DD}+(zS_{DL}-H_{DL})G_{LD}&=1,\\
(zS_{LD}-H_{LD})G_{DD}+(zS_{LL}-H_{LL})G_{LD}&=0 .
\end{align}
The second line gives $G_{LD}=-g(z)(zS_{LD}-H_{LD})G_{DD}$. Inserted in the first, it yields $G_{DD}=[zS_{DD}-H_{DD}-\Sigma(z)]^{-1}$ with
\begin{equation}
\Sigma(z)=(zS_{DL}-H_{DL})\,g(z)\,(zS_{LD}-H_{LD}).
\label{sigma}
\end{equation}
Both couplings are blocks of the same matrix $zS-H$, so both contain the same $z$. No conjugation has occurred.

Your last factor is different. Since $S_{DL}^\dagger=S_{LD}$ and $H_{DL}^\dagger=H_{LD}$,
\begin{equation}
\tau(z)^\dagger=z^*S_{LD}-H_{LD}=(zS_{LD}-H_{LD})-2i\eta S_{LD},
\end{equation}
because $z^*=z-2i\eta$. The matrix $zS-H$ is Hermitian for real $z$ only, and there your formula is legitimate. At complex $z$ the return coupling is $[\tau(z^*)]^\dagger$. Calling your expression $\Sigma_w$, we have
\begin{equation}
\Sigma_w(z)-\Sigma(z)=-2i\eta\,\tau(z)g(z)S_{LD}.
\label{diff}
\end{equation}

\subsection*{Why analyticity is lost}

For any nonzero vector $v$, the imaginary part of $v^\dagger(zS_{LL}-H_{LL})v$ is $\eta\,v^\dagger S_{LL}v$. It is bounded away from zero for normalized $v$ when $\eta\neq0$, so $g(z)$ exists off the real axis. From $A^{-1}-B^{-1}=A^{-1}(B-A)B^{-1}$,
\begin{equation}
g(z+\delta)-g(z)=-\delta\,g(z+\delta)S_{LL}g(z)
\quad\Rightarrow\quad g'(z)=-g(z)S_{LL}g(z).
\end{equation}
The derivative does not depend on the direction of $\delta$, so $g$ is analytic there. The correct $\Sigma$ is a product of $g$ with two factors linear in $z$, and is analytic too.

To measure the failure of $\Sigma_w$, use
$\partial/\partial z^*=\tfrac12(\partial/\partial E+i\,\partial/\partial\eta)$, which gives zero on an analytic function and one on $z^*$. In $\Sigma_w=\tau g(z^*S_{LD}-H_{LD})$ only the last factor contains $z^*$, hence
\begin{equation}
\frac{\partial\Sigma_w}{\partial z^*}=\tau(z)g(z)S_{LD}.
\label{dbar}
\end{equation}
Could this vanish by accident? For $z\to\pm i\infty$,
\begin{equation}
\tau gS_{LD}=\Bigl(S_{DL}-\frac{H_{DL}}{z}\Bigr)\Bigl(S_{LL}-\frac{H_{LL}}{z}\Bigr)^{-1}S_{LD}
\to S_{DL}S_{LL}^{-1}S_{LD}.
\end{equation}
If $S_{DL}\neq0$, choose $v$ with $w=S_{LD}v\neq0$; then $v^\dagger S_{DL}S_{LL}^{-1}S_{LD}v=w^\dagger S_{LL}^{-1}w>0$. The analytic function $\tau gS_{LD}$ is therefore not identically zero in either half-plane, and its zeros are isolated. So $\Sigma_w$ is analytic in no open region off the axis. If $S_{DL}=0$, the two formulas coincide and the fault disappears.

\subsection*{The self-energy of your chain}

Define
\[
a=z-\varepsilon,\qquad b=zs-t,\qquad p=a-2b,\qquad q=a+2b .
\]
Removing the first site of a semi-infinite chain leaves the same chain. Equation~(\ref{sigma}), applied to that first site, gives
\begin{equation}
g=\frac{1}{a-b^2g}\quad\Rightarrow\quad b^2g^2-ag+1=0 ,
\end{equation}
where $g$ now means the surface element. Multiplying by $b^2$ gives $\Sigma^2-a\Sigma+b^2=0$ for $\Sigma=b^2g$. Because $a=(p+q)/2$ and $a^2-4b^2=pq$, the roots are
\begin{equation}
\Sigma=\frac{a\mp\sqrt p\sqrt q}{2}=\frac{(\sqrt q\mp\sqrt p)^2}{4}.
\end{equation}
Take the upper sign. With $b=(q-p)/4$,
\begin{equation}
\Sigma=\frac{(\sqrt q-\sqrt p)^2}{4},\qquad
g=\frac{\Sigma}{b^2}=\frac{4}{(\sqrt p+\sqrt q)^2}.
\label{chain}
\end{equation}
The sign is fixed by decay into the lead. Elimination gives the ratio of Green-function amplitudes on successive sites as
\begin{equation}
\lambda=-bg=\frac{\sqrt p-\sqrt q}{\sqrt p+\sqrt q}.
\end{equation}
For $\eta>0$ and $|s|<1/2$, the imaginary parts of $p$ and $q$ are $(1-2s)\eta$ and $(1+2s)\eta$, both positive. Their principal roots lie in the first quadrant, so $\mathrm{Re}(\sqrt p^{\,*}\sqrt q)>0$ and $|\lambda|<1$. The other root gives $1/\lambda$, which grows.

At $z=-0.30+0.10i$ Ry,
\begin{align*}
a&=0.10+0.10i, & b&=0.20z+0.20=0.14+0.02i,\\
p&=-0.18+0.06i, & q&=0.38+0.14i,
\end{align*}
all in Ry. The roots are $\sqrt p=0.0698+0.4300i$ and $\sqrt q=0.6265+0.1117i$ Ry$^{1/2}$. Therefore
\begin{align}
\Sigma&=\tfrac14(0.5567-0.3182i)^2=0.0522-0.0886i\ \text{Ry},\\
g&=1.264-4.982i\ \text{Ry}^{-1}.
\end{align}
Your formula uses $bb^*=0.14^2+0.02^2=0.0200$ Ry$^2$ in place of $b^2$:
\begin{equation}
\Sigma_w=0.0200\,g=0.0253-0.0996i\ \text{Ry}.
\end{equation}
In eV the correct value is $0.710-1.205i$ and yours is $0.344-1.356i$. Since $\Sigma_w=\Sigma\,b^*/b$, the modulus is right and the phase is wrong, here by $-16.3^\circ$. The size of the error relative to $|\Sigma|$ is $2\sin(16.3^\circ/2)$, or 28\%. Equation~(\ref{diff}) gives the same difference: $bgs=0.0553-0.1344i$, and
\[
-2i(0.10)(0.0553-0.1344i)=-0.0269-0.0111i\ \text{Ry}.
\]

Each lead contributes one $\Sigma$, so the device-site Green function is
\begin{equation}
G=\frac1{a-2\Sigma}=\frac1{\sqrt p\sqrt q}=-0.056-3.607i\ \text{Ry}^{-1}.
\end{equation}
The wrong self-energy gives $0.537-3.252i$ Ry$^{-1}$.

\subsection*{Why the density depends on the contour}

For this scalar $G$,
\begin{equation}
P=-\frac1\pi\,\mathrm{Im}\int_C G(z)\,dz ,
\label{P}
\end{equation}
where $C$ runs from a real energy below the whole spectrum to $E_F$. On the real axis, approached from above, this is the usual integral of the spectral function. An analytic $G$ allows $C$ to be lifted into the upper half-plane. For a complex matrix, the imaginary part is replaced by the anti-Hermitian part, $D=(i/2\pi)[\int_CG\,dz-(\int_CG\,dz)^\dagger]$.

The Bloch states supply the reference. Their energies are $(\varepsilon+2t\cos k)/(1+2s\cos k)$, with $k$ the wave number times the site spacing. The band runs from $-0.571$ Ry at $k=0$ to zero at $k=\pi$. Setting the energy equal to $E_F$ gives
\[
\cos k_F=\frac{E_F-\varepsilon}{2(t-sE_F)}=\frac{0.10}{-0.28},\qquad k_F=1.936 .
\]
Normalization with the overlap gives each state a squared site coefficient proportional to $1/(1+2s\cos k)$, so
\begin{equation}
P=\frac1\pi\int_0^{k_F}\frac{dk}{1+2s\cos k}=0.5282 .
\end{equation}
This is a density-matrix element. A Mulliken population would also need the products of off-diagonal elements with overlaps.

Now compare two contours with the same end points, one above the other. Green's theorem for a counterclockwise loop reads
\begin{equation}
\oint F\,dz=\iint\Bigl(i\frac{\partial F}{\partial E}-\frac{\partial F}{\partial\eta}\Bigr)dA
=2i\iint\frac{\partial F}{\partial z^*}\,dA .
\end{equation}
The counterclockwise loop follows the lower contour to the right and the upper one back. Thus $\int_{\rm low}-\int_{\rm up}=2i\iint$, and equation~(\ref{P}) gives
\begin{equation}
P_{\rm up}-P_{\rm low}=\frac2\pi\,\mathrm{Re}\iint\frac{\partial G_w}{\partial z^*}\,dA,
\qquad \frac{\partial G_w}{\partial z^*}=2s\,b\,g\,G_w^2 .
\label{area}
\end{equation}
The last expression follows from differentiating $G_w=(a-2\Sigma_w)^{-1}$ and using $\partial\Sigma_w/\partial z^*=bgs$. With the correct $\Sigma$ the area integral is zero.

Keep the start at $-0.80$ Ry and use half-ellipses whose half-width is 0.25 Ry:
\begin{center}
\begin{tabular}{ccc}
height/half-width & correct $P$ & wrong $P$\\
1 & 0.5282 & 0.6037\\
0.5 & 0.5282 & 0.5863\\
0.1 & 0.5282 & 0.5450\\
0.01 & 0.5282 & 0.5300\\
0.001 & 0.5282 & 0.5284
\end{tabular}
\end{center}
Between the first two contours the wrong $P$ changes by 0.01737, and the area integral in equation~(\ref{area}) gives 0.01737 as well. The semicircle overestimates $P$ by 14.3\% relative to the Bloch value. The semicircle from $-1.80$ Ry is both longer and higher, and its error is 18.9\%; the correct formula still gives 0.5282 there.

\subsection*{Why your other checks looked good}

Near the real axis, equation~(\ref{diff}) is of first order in $\eta$ wherever $g$ stays bounded. In your chain its modulus is $2\eta s|\lambda|<0.4\,\eta$. At $E_F$ it is $4.0\times10^{-4}$ Ry for $\eta=10^{-3}$ Ry and $4.0\times10^{-5}$ Ry for $\eta=10^{-4}$ Ry. A real-axis transmission calculation with small $\eta$ can therefore look sound away from the band edges. At an edge $G=1/(\sqrt p\sqrt q)$ grows as $\eta^{-1/2}$, so its relative error, about $2|G|\,|\Sigma_w-\Sigma|$, falls only as $\eta^{1/2}$; at the top of the band it is about 3\% for $\eta=10^{-3}$ Ry and 1\% for $\eta=10^{-4}$ Ry. The absolute error of $\Sigma$ behaves differently at a pole of $g$, such as a lead surface state of energy $E_0$. There $g\simeq R/(z-E_0)$, with $R$ the residue, and at $z=E_0+i\eta$ the difference tends to $-2\tau RS_{LD}$, which need not vanish. When it does not, the largest element of $\Sigma$ grows as $1/\eta$, so the error relative to that element still vanishes with $\eta$. A single element of $\Sigma$ that has no pole at $E_0$ can keep a finite relative error.

The sign of the broadening does not help either. For $\eta>0$,
\begin{equation}
\frac{g-g^\dagger}{2i}=\frac{g^\dagger[(g^\dagger)^{-1}-g^{-1}]g}{2i}=-\eta\,g^\dagger S_{LL}g .
\end{equation}
Placing $\tau$ on the left and $\tau^\dagger$ on the right preserves this negative sign, so $\Sigma_w$ always looks like a decay. The correct $\Sigma$ need not. Far up the imaginary direction it behaves as $zS_{DL}S_{LL}^{-1}S_{LD}$, whose anti-Hermitian part is positive. At $z=-0.30+2.00i$ Ry the correct $\mathrm{Im}\,\Sigma$ is $+0.074$ Ry, while the wrong one is $-0.093$ Ry. Causality is intact, because it constrains the whole inverse Green function: $\mathrm{Im}(a-2\Sigma)=1.852$ Ry is positive.

The relation $\Sigma(z)^\dagger=\Sigma(z^*)$ holds for the correct formula, but in your scalar chain $|b|^2g$ satisfies it too. A sharper check is a finite-difference $\partial\Sigma/\partial z^*$. At $z=-0.30+0.10i$ Ry, with steps of $10^{-5}$ Ry, it is about $10^{-10}$ in modulus for the correct formula and $0.055-0.134i$ for yours, as equation~(\ref{dbar}) predicts.

\subsection*{The repair, including the surface recursion}

Build $zS_{LD}-H_{LD}$ directly, or evaluate $\tau$ at $z^*$ and then take its adjoint. A plain transpose $\tau(z)^T$ is right if the coupling blocks are real, but not for general complex blocks such as those at a transverse $k$ point. The derivative check above does not reveal that mistake, because $\tau(z)g(z)\tau(z)^T$ contains no $z^*$ and is analytic even where it is wrong.

Apply the same rule inside the lead. With layer blocks 00, 01 and 10, the surface block obeys
\[
g=[zS_{00}-H_{00}-(zS_{01}-H_{01})g(zS_{10}-H_{10})]^{-1},
\]
so with complex blocks a recursion for $g$ must also carry two separate couplings. With real blocks the second is the plain transpose of the first.

I tested this on a lead with two orbitals per layer and randomly drawn complex blocks, at $z=-0.20+0.15i$ Ry. The reference was the self-energy extracted by inverting a device plus 150 lead layers. The largest element error was below $10^{-16}$ Ry for equation~(\ref{sigma}), 0.024 Ry for the conjugated return coupling, and 0.50 Ry for the plain transpose. Conjugation inside the recursion alone also gave 0.024 Ry.

The percentages above belong to your chain and these contours. They do not include self-consistency, in which a wrong density would alter $H$ in the next cycle. The numerical output below lists the values to more digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
onsite, hopping, Fermi energy = -0.40, -0.20, -0.30 Ry
nearest-neighbour overlap = 0.20 (dimensionless)
band bottom, top = -0.571429, 0.000000 Ry
z = -0.30+0.10j Ry
a = 0.100000+0.100000j Ry
b = 0.140000+0.020000j Ry
p = a-2b = -0.180000+0.060000j Ry
q = a+2b = 0.380000+0.140000j Ry
sqrt(p) = 0.069773+0.429963j Ry^(1/2)
sqrt(q) = 0.626486+0.111734j Ry^(1/2)
surface g = 1.263777-4.982194j 1/Ry
correct Sigma = 0.052165-0.088581j Ry
wrong Sigma = 0.025276-0.099644j Ry
wrong - correct = -0.026889-0.011063j Ry
correct Sigma = 0.7097-1.2052j eV
wrong Sigma = 0.3439-1.3557j eV
phase of wrong/correct = -16.260 degrees
|d Sigma/dz*|, correct, numerical = 7.3e-11 (dimensionless)
d Sigma/dz*, wrong, numerical = 0.055315-0.134446j (dimensionless)
b g s, formula = 0.055315-0.134446j (dimensionless)
site G, correct = -0.056347-3.607119j 1/Ry
site G, wrong = 0.537381-3.252479j 1/Ry
|Sigma error| at E_F, Im z=1e-3 Ry: 3.9869e-04 Ry
|Sigma error| at E_F, Im z=1e-4 Ry: 3.9987e-05 Ry
high z = -0.30+2.00j Ry
Im Sigma at high z, correct, wrong = 0.074180, -0.093211 Ry
Im(a-2 Sigma) at high z, correct = 1.851639 Ry
Fermi wave number times spacing = 1.936004 rad
P from Bloch states = 0.52817225 (per spin)
contour start = -0.80 Ry; semicircle radius = 0.25 Ry
height/radius 1: P correct 0.52817225, wrong 0.60369143 (per spin)
height/radius 0.5: P correct 0.52817225, wrong 0.58632118 (per spin)
height/radius 0.1: P correct 0.52817225, wrong 0.54502623 (per spin)
height/radius 0.01: P correct 0.52817225, wrong 0.52999737 (per spin)
height/radius 0.001: P correct 0.52817225, wrong 0.52835619 (per spin)
semicircle error of wrong P = 14.298 percent
start -1.80 Ry, semicircle: P correct 0.52817225 (per spin)
start -1.80 Ry, semicircle: P wrong 0.62795078 (per spin)
deep-start error of wrong P = 18.891 percent
wrong P, ratio 1 minus ratio 0.5 = 0.01737025 (per spin)
same difference from area integral = 0.01737025 (per spin)
matrix test z = -0.20+0.15j Ry
matrix max error, correct formula = 7.1e-17 Ry
matrix max error, conjugated return = 2.4345e-02 Ry
matrix max error, plain transpose = 5.0361e-01 Ry
matrix max error, conjugate in recursion only = 2.3932e-02 Ry
\end{verbatim}
